# Tilted planar dividing surfaces at a harmonic saddle in transition-state theory

## Definitions and conventions

An atom hops from a reactant well to a product well over a saddle of the potential energy $V$. Coordinates are mass-weighted: a displacement $r_i$ carried by mass $m_i$ is replaced by $q_i=\sqrt{m_i/m}\,r_i$, with $m$ a common reference mass. The kinetic energy is then $\tfrac12 m\sum_i\dot q_i^2$, the same in every direction. For a single atom with $m$ equal to its own mass, these are its ordinary coordinates.

The saddle is the origin. The coordinate $x$ runs along the unstable mode, positive towards the product, and $y$ runs along a stable mode. Near the saddle

$$V=E_b-\tfrac12 m\omega_b^2x^2+\tfrac12 m\omega_s^2y^2,\qquad r=\frac{\omega_b}{\omega_s}.$$

The energy zero is the bottom of the reactant well, so $E_b$ is the barrier height. Both $\omega_b$ and $\omega_s$ are positive angular frequencies.

The dividing surface is a plane through the saddle, which is a line in two dimensions. Its unit normal is $\mathbf n=(\cos t,\sin t)$ with $|t|<90^\circ$, so that $\mathbf n$ points to the product side. Points on the surface are labelled by the distance $s$:

$$x=-s\sin t,\qquad y=s\cos t .$$

The transition-state-theory (TST) rate is the one-way equilibrium flux through the surface, divided by the reactant population:

$$k_{\rm TST}(t)=\big\langle\max(0,v_n)\big\rangle\,
\frac{\int_{\rm plane}e^{-V/kT}\,ds}{\int_{\rm reactant}e^{-V/kT}\,dx\,dy},\qquad v_n=\mathbf v\cdot\mathbf n. \tag{1}$$

It counts every forward crossing, including crossings by trajectories that soon turn back. The true rate $k$ counts completed passages from reactant to product. The two must be kept apart, because the tilt changes the first and not the second.

**Assumptions.** (A1) Motion is classical and the reactant is in thermal equilibrium. (A2) The plane separates the wells, and the region that changes sides when the plane is tilted lies so high in energy that its population is negligible. (A3) The part of the plane that carries the flux lies where $V$ is harmonic. (A4), needed for part (c) below: within the saddle region the motion follows $V$ alone, without friction, and a trajectory that leaves this region is captured in the well it enters.

## Theorem

Let $|\tan t|<\omega_s/\omega_b$. Under A1 to A3:

(a) The TST rate is multiplied by

$$F(t)=\frac{k_{\rm TST}(t)}{k_{\rm TST}(0)}=\frac1{\sqrt{\cos^2t-r^2\sin^2t}} . \tag{2}$$

(b) $F(t)\ge1$, with equality at $t=0$ alone.

(c) Under A4 as well, the transmission coefficient $\kappa=k/k_{\rm TST}$ of the tilted plane is $1/F(t)$, so the true rate does not depend on $t$.

## Two lemmas and the proof of (a) and (b)

**Lemma 1.** For every $t$, $\langle\max(0,v_n)\rangle=\sqrt{kT/(2\pi m)}$.

*Proof.* In equilibrium $v_x$ and $v_y$ are independent Gaussian variables with mean zero and variance $\sigma_v^2=kT/m$. The variance of $v_n=v_x\cos t+v_y\sin t$ is $\sigma_v^2(\cos^2t+\sin^2t)=\sigma_v^2$. Hence

$$\langle\max(0,v_n)\rangle=\int_0^\infty\frac{v\,e^{-v^2/2\sigma_v^2}}{\sqrt{2\pi}\,\sigma_v}\,dv
=\frac{\sigma_v^2}{\sqrt{2\pi}\,\sigma_v}=\frac{\sigma_v}{\sqrt{2\pi}} .\qquad\square$$

Mass weighting enters here: with unequal masses in unweighted coordinates, the variance of $v_n$ would depend on direction.

**Lemma 2.** Let $W^2=\omega_s^2\cos^2t-\omega_b^2\sin^2t$. If $W^2>0$,

$$\int_{\rm plane}e^{-V/kT}ds=e^{-E_b/kT}\,\frac{\sqrt{2\pi kT/m}}{W}.$$

*Proof.* Substituting $x=-s\sin t$ and $y=s\cos t$ gives

$$V=E_b+\tfrac12ms^2\left(\omega_s^2\cos^2t-\omega_b^2\sin^2t\right)=E_b+\tfrac12mW^2s^2 .$$

The Boltzmann factor is a Gaussian in $s$ of standard deviation $\sigma_s=\sigma_v/W$, and its integral is $\sqrt{2\pi}\,\sigma_s$. $\square$

**Proof of (a) and (b).** In the ratio of (1) at $t$ to (1) at $0$, the speed factor cancels by Lemma 1 and the reactant integral by A2. Since $W=\omega_s$ at $t=0$, Lemma 2 leaves $F=\omega_s/W$. Dividing numerator and denominator by $\omega_s$ gives (2). The condition $W^2>0$ is $|\tan t|<\omega_s/\omega_b$. With $\cos^2t=1-\sin^2t$,

$$F(t)=\frac{1}{\sqrt{1-(1+r^2)\sin^2t}} . \tag{3}$$

The root is at most one and equals one only for $\sin t=0$. $\square$

The tilted plane leans down both flanks of the barrier. Its energy rises more slowly with $s$, so the thermally populated strip on it is wider, and more trajectories cross it.

**Limits.** For small $t$, $\sin^2t\approx t^2$ and $(1-z)^{-1/2}\approx1+z/2$ give $F\approx1+\tfrac12(1+r^2)t^2$, with $t$ in radians. The error is of second order in the misalignment. For a flat barrier top, $r\to0$, one finds $F=1/\cos t$, the greater length of an oblique cut across a straight channel. For a sharp barrier with a soft transverse mode, $r\gg1$, the permitted range shrinks to $|t|<\arctan(1/r)$.

**Free-energy reading.** Writing $k_{\rm TST}(t)=k_{\rm TST}(0)\,e^{-\Delta/kT}$ gives $\Delta=-kT\ln F$. The tilt therefore acts as a spurious lowering of the activation free energy by $kT\ln F$. In the harmonic region $F$ is independent of temperature, so this error is entropic and leaves the Arrhenius slope unchanged.

## Corollary: several stable modes

Let there be stable modes $y_j$ with frequencies $\omega_j$, and a unit normal with components $n_x>0$ and $n_j$. Then

$$F=\frac1{\sqrt{n_x^2-\omega_b^2\sum_jn_j^2/\omega_j^2}} . \tag{4}$$

*Proof.* On the plane $x=-\sum_jn_jy_j/n_x$, and the surface element is $\prod_jdy_j/n_x$. Put $u_j=\omega_jy_j$ and $g_j=n_j/\omega_j$. Then

$$V-E_b=\frac m2\Big[\sum_ju_j^2-\frac{\omega_b^2}{n_x^2}\Big(\sum_jg_ju_j\Big)^2\Big].$$

This quadratic form has the value $1-\omega_b^2|g|^2/n_x^2$ for a unit vector along $g$, and $1$ for unit vectors perpendicular to $g$. The Gaussian integral is thus the untilted one times $n_x^{-1}(1-\omega_b^2|g|^2/n_x^2)^{-1/2}$, which is (4). The integral converges when the expression under the root in (4) is positive. $\square$

If the normal lies in the plane of $x$ and one stable mode, (4) reduces to (2), and the other modes cancel.

## Recrossing: proof of (c)

The unstable coordinate obeys $\ddot x=\omega_b^2x$, so from a start $(x,v_x)$

$$x(\tau)=\tfrac12\Big(x+\frac{v_x}{\omega_b}\Big)e^{\omega_b\tau}+\tfrac12\Big(x-\frac{v_x}{\omega_b}\Big)e^{-\omega_b\tau}.$$

The growing term decides the outcome: the trajectory ends as product if $u=x+v_x/\omega_b>0$. Let $\theta(u)$ be $1$ for $u>0$ and $0$ otherwise.

The true rate is obtained by replacing $\langle\max(0,v_n)\rangle$ in (1) by $\langle v_n\theta(u)\rangle$, averaged over both velocity signs and over $s$ with the Boltzmann weight. The reason is a count of crossings, forward ones positive and backward ones negative. A path from reactant to product has net count one. A path that comes from the product side and returns there has net count zero. Paths ending as reactant are removed by $\theta$. This argument holds for any surface that separates the wells, so it already shows that $k$ is independent of $t$. The Gaussian average gives $\kappa$ explicitly.

For jointly Gaussian variables of zero mean, the mean of $v_n$ at given $u$ is $u\,\mathrm{cov}(v_n,u)/\mathrm{var}(u)$. Also $\langle u\,\theta(u)\rangle=\sqrt{\mathrm{var}(u)/2\pi}$, by the integral of Lemma 1. Therefore

$$\langle v_n\theta(u)\rangle=\frac{\mathrm{cov}(v_n,u)}{\sqrt{2\pi\,\mathrm{var}(u)}} .$$

Position and velocity are independent, so only the velocity part of $u$ is correlated with $v_n$: $\mathrm{cov}(v_n,u)=\sigma_v^2\cos t/\omega_b$. The variance has two parts, from $x=-s\sin t$ and from $v_x$:

$$\mathrm{var}(u)=\sigma_v^2\Big(\frac{\sin^2t}{W^2}+\frac1{\omega_b^2}\Big)
=\sigma_v^2\,\frac{\omega_b^2\sin^2t+W^2}{W^2\omega_b^2}
=\sigma_v^2\,\frac{\omega_s^2\cos^2t}{W^2\omega_b^2}.$$

The last step uses the definition of $W^2$. Inserting both results,

$$\langle v_n\theta(u)\rangle=\frac{\sigma_v^2\cos t}{\omega_b}\,\frac{W\omega_b}{\sqrt{2\pi}\,\sigma_v\,\omega_s\cos t}=\frac{\sigma_v}{\sqrt{2\pi}}\,\frac W{\omega_s}.$$

Division by $\langle\max(0,v_n)\rangle=\sigma_v/\sqrt{2\pi}$ gives $\kappa=W/\omega_s=1/F$. $\square$

The excess flux through the tilted plane thus consists of recrossings. At $t=0$, $\kappa=1$: in the harmonic saddle a trajectory crossing $x=0$ forwards does not return.

## Remark: angles in unweighted coordinates

Suppose the unstable mode is carried by mass $m_1$ and the stable one by $m_2$, each along its own ordinary axis. A plane with ordinary normal $(\cos\varphi,\sin\varphi)$ obeys $r_1\cos\varphi+r_2\sin\varphi=0$. With $r_i=q_i\sqrt{m/m_i}$, its mass-weighted normal is proportional to $(\cos\varphi/\sqrt{m_1},\ \sin\varphi/\sqrt{m_2})$, so

$$\tan t=\sqrt{m_1/m_2}\,\tan\varphi .$$

For $m_1/m_2=4$ and $\varphi=30^\circ$ this gives $t=49.11^\circ$. With $r=0.5729$, the flux computed from its definition in ordinary coordinates rises by a factor 2.037, in agreement with $F(49.11^\circ)$. Putting $30^\circ$ into (2) would give 1.224.

## Example: a copper atom in a nitride barrier film

Consider a copper atom hopping in a dense nitride diffusion-barrier film during an anneal at 700 K, where $kT=60.32$ meV. The inputs are illustrative round values, not data for a particular film: barrier 1.2 eV, hop length 0.30 nm and transverse frequency 5 THz. The size of the tilt error depends on them through $r$. With a transverse frequency of 3.5 THz, for instance, the harmonic $F(45^\circ)$ would be 2.46 instead of the 1.73 found below; in the model potential below it would be 2.38, because $45^\circ$ then lies close to the critical angle $\arctan(1/r)=50.7^\circ$. The model potential is

$$V=E_b\Big(1-\frac{x^2}{a^2}\Big)^2+\tfrac12m\omega_s^2y^2,\qquad a=0.150\ \text{nm}.$$

Expanding at $x=0$ gives $E_b-2E_bx^2/a^2+E_bx^4/a^4$, so $m\omega_b^2=4E_b/a^2$. At $x=\pm a$ the second derivative is $8E_b/a^2=m\omega_0^2$. For copper,

$$\omega_b=\sqrt{\frac{4(1.923\times10^{-19}\ \text{J})}{(1.055\times10^{-25}\ \text{kg})(1.5\times10^{-10}\ \text{m})^2}}=1.80\times10^{13}\ \text{s}^{-1}.$$

Thus $\omega_b/2\pi=2.864$ THz, $\omega_0/2\pi=4.051$ THz and $r=2.864/5.000=0.5729$.

For a harmonic well the reactant integral in (1) is $2\pi\sigma_v^2/(\omega_0\omega_s)$. With Lemmas 1 and 2 at $t=0$,

$$k_{\rm TST}(0)=\frac{\sigma_v}{\sqrt{2\pi}}\,\frac{\sqrt{2\pi}\,\sigma_v}{\omega_s}\,\frac{\omega_0\omega_s}{2\pi\sigma_v^2}\,e^{-E_b/kT}=\frac{\omega_0}{2\pi}e^{-E_b/kT}.$$

Numerically this is $4.051\times10^{12}\ \text{s}^{-1}\times e^{-19.89}\approx9.3\times10^3\ \text{s}^{-1}$.

At $45^\circ$, $\cos^2t-r^2\sin^2t=(1-0.3282)/2=0.3359$, so $F=1/0.5796=1.725$. The TST rate becomes $1.6\times10^4\ \text{s}^{-1}$, and the spurious free-energy lowering is $60.32\ln1.725=32.9$ meV. A 10% excess follows from (3) with $F=1.1$:

$$\sin^2t=\frac{1-1/1.21}{1.3282}=0.1307,\qquad t=21.2^\circ.$$

| Tilt | $F$, harmonic | $F$, full model | $kT\ln F$, harmonic (meV) |
|---|---|---|---|
| 10° | 1.021 | 1.021 | 1.2 |
| 30° | 1.224 | 1.223 | 12.2 |
| 45° | 1.725 | 1.722 | 32.9 |
| 55° | 3.032 | 2.934 | 66.9 |

**Anharmonic correction.** On the plane the quartic term is $E_bs^4\sin^4t/a^4$. Expanding the Boltzmann factor to first order and using $\langle s^4\rangle=3\sigma_s^4$ multiplies $F$ by

$$1-3c,\qquad c=\frac{E_b}{kT}\sin^4t\Big(\frac{\sigma_s}{a}\Big)^4.$$

At $45^\circ$, $\sigma_s=0.0166$ nm and $3c=0.0022$, which accounts for the 0.2% difference in the table. At $55^\circ$, $\sigma_s=0.0292$ nm and $3c=0.039$. The next term, $\tfrac12c^2\langle s^8\rangle/\sigma_s^8=\tfrac{105}2c^2=0.009$, brings the predicted reduction to 3.0%; the table gives 3.2%.

**Trajectories.** Trajectories started on the $45^\circ$ plane at the harmonic saddle give $\kappa=0.582\pm0.002$, against $1/F=0.580$. In the full model a path is stopped when it first reaches $|x|=0.8a$ and is assigned to the well on that side, as A4 prescribes. Without this rule or friction, an atom with enough energy to cross the barrier would later return over it. The results are $\kappa=0.577\pm0.002$ at $45^\circ$ and $0.343\pm0.002$ at $55^\circ$. Multiplied by the full-model $F$, these give corrected rates of 0.993 and 1.006 relative to the untilted one. The statistical errors of the products are about 0.003 and 0.005. The first value lies two standard errors below one, which does not establish a real deviation.

## Where the formula fails

The critical angle is $t_c=\arctan(1/0.5729)=60.2^\circ$. There $W=0$ and the harmonic integral diverges. The divergence belongs to the harmonic approximation: in the full model the quartic term keeps the flux finite. At $t_c$ it is the only term left, and $\int e^{-bs^4}ds=2\Gamma(5/4)\,b^{-1/4}$ with $b=E_b\sin^4t_c/(kTa^4)$ gives

$$F(t_c)=\frac{2\Gamma(5/4)}{\sqrt{2\pi}}\,\frac{a\,\omega_s}{\sigma_v\sin t_c}\Big(\frac{kT}{E_b}\Big)^{1/4}\approx6 .$$

Beyond $t_c$ the saddle is a local maximum of energy on the plane. Using $ma^2=4E_b/\omega_b^2$, the energy there is

$$V-E_b=E_b\Big[-2A\,\frac{s^2\sin^2t}{a^2}+\frac{s^4\sin^4t}{a^4}\Big],\qquad A=1-\frac{\cot^2t}{r^2}.$$

The bracket is smallest at $s^2\sin^2t=Aa^2$, where it equals $-A^2$. The lowest point of the plane therefore lies $E_bA^2$ below the saddle. At $65^\circ$, $A=1-0.2174/0.3282=0.338$, and the drop is $1.2\times0.338^2=0.137$ eV. The full-model flux is then about 50 times the untilted one. The error has become energetic, and the Arrhenius slope is wrong as well.

## Neglected effects and the real film

For the example's numbers, the anharmonic well lowers the untilted rate by 1.0% relative to the harmonic formula. Parabolic-barrier tunnelling raises it by 0.2%, and quantization of the well motion along $x$ by 0.3%. The $45^\circ$ tilt moves a fraction $3\times10^{-10}$ of the reactant population across the surface, so A2 holds. Suppose the transverse frequency falls smoothly from the saddle to a value 20% lower in the well. If its square varies as $\omega_s^2/(1+0.5625\,x^2/a^2)$, $F(45^\circ)$ rises by 0.8%. Another profile with the same end values gives a different figure, because $F$ depends on the frequency close to the saddle. The untilted rate changes more: its reactant integral grows as the inverse of the well's transverse frequency, which lowers the harmonic rate by 20%.

Energy exchange with the lattice can be sized by a memoryless friction rate $\gamma$, here assumed to be 2 ps$^{-1}$. Kramers' theory multiplies the untilted rate by $\lambda/\omega_b$, where $\lambda$ is the positive root of $\lambda^2+\gamma\lambda-\omega_b^2=0$:

$$\frac\lambda{\omega_b}=\sqrt{1+\Big(\frac{\gamma}{2\omega_b}\Big)^2}-\frac{\gamma}{2\omega_b}=0.946 .$$

This recrossing remains at $t=0$, so part (c) with $\kappa(0)=1$ holds for the frictionless saddle. The energy lost in one round trip through a well at barrier energy, estimated to first order in $\gamma$ along the frictionless path, is about $12\,kT$. This is more than half the barrier height, so the estimate is only a rough one. It is too high, because a damped atom moves more slowly and turns back earlier than the frictionless path assumes: along the damped path the loss is about $8.5\,kT$. This is still well above $kT$, so most atoms are captured after a hop, but A4 holds only approximately. Langevin trajectories in the full double well, followed without a stopping rule, give a factor of about 0.92 instead of 0.946, because some atoms cross the well and return over the barrier.

A real nitride film also departs from this model in its structure. Grain boundaries, vacancies and variable composition give a spread of barriers instead of a single 1.2 eV. A shift of 0.1 eV at 700 K and fixed prefactor changes the rate by $e^{0.1/0.0603}\approx5$, more than the $45^\circ$ tilt does. The neighbouring atoms also move during the hop, so the unstable mode mixes copper with much lighter nitrogen, at a mass ratio near 4.5. A surface defined by the copper position alone is then generally tilted in mass-weighted coordinates. In a harmonic saddle region its excess flux follows from (4), once the normal has been expressed in the mass-weighted modes, provided the surface is a plane through the saddle and the expression under the root is positive. The numerical output below lists the main computed values.

## Numbers as computed

```
temperature: 700 K
thermal energy kT: 60.32 meV
barrier height: 1.20 eV
barrier height over kT: 19.89
hop length: 0.30 nm
half hop length a: 0.150 nm
copper mass: 63.546 u
stable frequency ws/2pi: 5.000 THz
barrier frequency wb/2pi: 2.864 THz
well frequency w0/2pi: 4.051 THz
ratio wb/ws: 0.5729
ratio squared: 0.3282
untilted harmonic TST rate: 9.288e+03 1/s
critical angle: 60.19 deg
angle for 10 percent excess: 21.19 deg
10 deg: F harmonic 1.0206, F full model 1.0206, kT ln F 1.23 meV
30 deg: F harmonic 1.2236, F full model 1.2234, kT ln F 12.17 meV
45 deg: F harmonic 1.7254, F full model 1.7216, kT ln F 32.90 meV
55 deg: F harmonic 3.0321, F full model 2.9342, kT ln F 66.91 meV
65 deg: F full model 50.517
65 deg: plane dips below saddle by 0.1367 eV
45 deg: harmonic TST rate 1.603e+04 1/s
45 deg: thermal width along plane 0.0166 nm
55 deg: thermal width along plane 0.0292 nm
45 deg: 1/F harmonic 0.5796
45 deg: transmission, harmonic paths 0.5820 +- 0.0019
45 deg: transmission, full model 0.5766 +- 0.0019
55 deg: transmission, full model 0.3427 +- 0.0018
45 deg: corrected rate over untilted 0.993
55 deg: corrected rate over untilted 1.006
unequal masses: m1/m2 4.0, plain angle 30.0 deg
unequal masses: weighted angle 49.11 deg
unequal masses: flux ratio 2.0369
unequal masses: F with plain angle 1.2236 (wrong)
anharmonic well changes untilted rate by -0.99 %
softer transverse well mode changes F(45) by 0.77 %
reactant fraction moved by 45 deg tilt: 3.3e-10
tunnelling raises untilted rate by 0.16 %
quantized well raises untilted rate by 0.32 %
assumed friction rate: 2.0 1/ps
friction factor on untilted rate: 0.9460
energy loss per pass over kT: 11.8
```
